# The van der Pauw Equation from Conformal Mapping: a numerical check

```python
# Result under test (van der Pauw equation):
#     exp(-pi R1/Rs) + exp(-pi R2/Rs) = 1
# for a uniform, simply connected film with point contacts A, B, C, D placed
# counterclockwise on its edge.
#   Rs = resistivity / thickness (sheet resistance)
#   R1 = (V_D - V_C)/I, current I entering at A and leaving at B
#   R2 = (V_A - V_D)/I, current I entering at B and leaving at C
# The film is solved as a finite-element resistor network that uses no
# conformal map; its resistances are in units of Rs.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipk
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu


def solve_film(cells, points, n):
    """Return R1, R2 and the two-terminal resistance A-B, in units of Rs.
    cells[i, j] is True where the square cell is metal; points are contact
    coordinates; n is the number of cells per unit length."""
    c = cells.astype(float)
    nx, ny = c.shape
    # every metal cell gives conductance 1/(2 Rs) to each of its four sides
    gx = 0.5 * (np.pad(c, ((0, 0), (1, 0))) + np.pad(c, ((0, 0), (0, 1))))
    gy = 0.5 * (np.pad(c, ((1, 0), (0, 0))) + np.pad(c, ((0, 1), (0, 0))))
    node = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    start = np.concatenate([node[:-1, :].ravel(), node[:, :-1].ravel()])
    end = np.concatenate([node[1:, :].ravel(), node[:, 1:].ravel()])
    g = np.concatenate([gx.ravel(), gy.ravel()])
    keep = g > 0
    start, end, g = start[keep], end[keep], g[keep]
    used = np.unique(np.concatenate([start, end]))
    label = -np.ones(node.size, dtype=int)
    label[used] = np.arange(used.size)
    start, end = label[start], label[end]
    size = used.size
    w = coo_matrix((np.concatenate([g, g]),
                    (np.concatenate([start, end]),
                     np.concatenate([end, start]))),
                   shape=(size, size)).tocsr()
    lap = (diags(np.asarray(w.sum(axis=1)).ravel()) - w).tocsr()
    # the last node is grounded
    lu = splu(lap[:-1, :-1].tocsc(), permc_spec="MMD_AT_PLUS_A")
    A, B, C, D = [label[node[int(round(x * n)), int(round(y * n))]]
                  for x, y in points]
    assert min(A, B, C, D) >= 0

    def potential(source, sink):
        current = np.zeros(size)
        current[source] += 1.0
        current[sink] -= 1.0
        return np.append(lu.solve(current[:-1]), 0.0)

    v = potential(A, B)
    u = potential(B, C)
    return v[D] - v[C], u[A] - u[D], v[A] - v[B]


def vdp_sum(r1, r2, rs=1.0):
    return np.exp(-np.pi * r1 / rs) + np.exp(-np.pi * r2 / rs)


def extract_rs(r1, r2):
    """Root of the van der Pauw equation."""
    scale = np.pi / np.log(2)
    return brentq(lambda rs: vdp_sum(r1, r2, rs) - 1,
                  0.5 * scale * min(r1, r2), 2 * scale * max(r1, r2),
                  xtol=1e-14)


def correction_factor(r1, r2):
    """f from 2 exp(-s) cosh(q s) = 1 with s = ln2/f."""
    q = (r1 - r2) / (r1 + r2)
    s = brentq(lambda s: 2 * np.exp(-s) * np.cosh(q * s) - 1,
               0.5 * np.log(2), np.log(2) / (1 - abs(q)) + 1, xtol=1e-14)
    return np.log(2) / s


# --- half-plane potential: flux through semicircles, source 0 and sink 1
def half_plane_v(x, y):
    return np.log(np.hypot(x - 1, y) / np.hypot(x, y)) / np.pi


def flux(center, radius, step=1e-5):
    def integrand(th):
        def v(r):
            return half_plane_v(center + r * np.cos(th), r * np.sin(th))
        return -radius * (v(radius + step) - v(radius - step)) / (2 * step)
    return quad(integrand, 0, np.pi, epsabs=1e-9, epsrel=1e-9)[0]


flux_source = flux(0.1, 0.5)
flux_both = flux(0.4, 2.0)
assert abs(flux_source - 1) < 1e-6
assert abs(flux_both) < 1e-6

# --- algebraic identity that removes the contact positions
a, b, c, d = sp.symbols("a b c d", real=True)
assert sp.expand((c - b) * (d - a) + (b - a) * (d - c)
                 - (c - a) * (d - b)) == 0

# --- rectangle: network against elliptic-function map to the half-plane
width, height = 1.5, 1.0
rect_points = [(0.0, 0.5), (0.5, 0.0), (1.5, 0.5), (1.25, 1.0)]
m = brentq(lambda p: ellipk(1 - p) / (2 * ellipk(p)) - height / width,
           1e-8, 1 - 1e-8, xtol=1e-15)
K, Kp = ellipk(m), ellipk(1 - m)
images = []
for x, y in rect_points:
    z = mp.mpc(K * (2 * x / width - 1), Kp * y / height)
    image = mp.ellipfun("sn", z, m=m)
    assert abs(mp.im(image)) < 1e-7      # edge goes to the real axis
    images.append(float(mp.re(image)))
wa, wb, wc, wd = images
assert wa < wb < wc < wd
cross = (wc - wa) * (wd - wb)
map_r1 = np.log(cross / ((wc - wb) * (wd - wa))) / np.pi
map_r2 = np.log(cross / ((wb - wa) * (wd - wc))) / np.pi
rect = {}
for n in (60, 120):
    rect[n] = solve_film(np.ones((3 * n // 2, n), bool), rect_points, n)
assert abs(rect[120][0] - map_r1) < 1e-3
assert abs(rect[120][1] - map_r2) < 1e-3

# --- two-terminal resistance grows by (2/pi) ln2 when contact size halves
growth = rect[120][2] - rect[60][2]
growth_theory = 2 * np.log(2) / np.pi
assert abs(growth - growth_theory) < 2e-3

# --- L-shaped film: no map supplied; re-entrant corner limits grid accuracy
l_points = [(0.25, 0.0), (1.0, 0.25), (0.5, 0.75), (0.0, 0.5)]
l_film = {}
for n in (120, 240):
    cells = np.ones((n, n), bool)
    cells[n // 2:, n // 2:] = False
    l_film[n] = solve_film(cells, l_points, n)
sum_coarse = vdp_sum(*l_film[120][:2])
sum_fine = vdp_sum(*l_film[240][:2])
assert abs(sum_fine - 1) < 3e-3
assert abs(sum_fine - 1) < abs(sum_coarse - 1)

# --- square with and without a central square hole of half the side
n = 120
sq_points = [(0.25, 0.0), (1.0, 0.25), (0.75, 1.0), (0.0, 0.75)]
cells = np.ones((n, n), bool)
full = solve_film(cells, sq_points, n)
cells[n // 4:3 * n // 4, n // 4:3 * n // 4] = False
holed = solve_film(cells, sq_points, n)
assert abs(vdp_sum(*full[:2]) - 1) < 2e-3
assert vdp_sum(*holed[:2]) < 0.9
holed_apparent = extract_rs(holed[0], holed[1])

# --- worked example: simulated measurement on the L-shaped film
side = 10e-3            # m
thickness = 50e-9       # m
rho_input = 4.0e-8      # ohm m
current = 10e-3         # A
rs_input = rho_input / thickness
volt1 = current * rs_input * l_film[240][0]
volt2 = current * rs_input * l_film[240][1]
r1, r2 = volt1 / current, volt2 / current
rs_found = extract_rs(r1, r2)
rho_found = rs_found * thickness
f = correction_factor(r1, r2)
rs_average = np.pi / np.log(2) * (r1 + r2) / 2
assert abs(rs_average * f / rs_found - 1) < 1e-9
assert f < 1
assert abs(rho_found / rho_input - 1) < 1e-2

print("HALF-PLANE, source at 0, sink at 1")
print(f"flux around source only / I = {flux_source:.6f}")
print(f"|flux around both contacts| / I = {abs(flux_both):.1e}")
print("RECTANGLE 1.5 x 1, contacts A, B, C, D at (x, y):")
print("  ", rect_points)
print(f"elliptic parameter m = {m:.6f}")
print(f"images a, b, c, d = {wa:.5f}, {wb:.5f}, {wc:.5f}, {wd:.5f}")
print(f"R1/Rs: map {map_r1:.5f}, network {rect[120][0]:.5f}")
print(f"R2/Rs: map {map_r2:.5f}, network {rect[120][1]:.5f}")
print(f"two-terminal R_AB/Rs, 60 cells per unit length = {rect[60][2]:.4f}")
print(f"two-terminal R_AB/Rs, 120 cells per unit length = {rect[120][2]:.4f}")
print(f"growth/Rs: network {growth:.5f}, (2/pi) ln2 = {growth_theory:.5f}")
print("SQUARE of side 1, contacts at (x, y):")
print("  ", sq_points)
print(f"no hole: R1/Rs = {full[0]:.5f}, R2/Rs = {full[1]:.5f}")
print(f"no hole: sum of exponentials = {vdp_sum(*full[:2]):.5f}")
print(f"central hole of side 0.5: R1/Rs = {holed[0]:.4f}, "
      f"R2/Rs = {holed[1]:.4f}")
print(f"with hole: sum of exponentials = {vdp_sum(*holed[:2]):.4f}")
print(f"with hole: apparent Rs / true Rs = {holed_apparent:.3f}")
print("L-SHAPED FILM (square less its upper right quarter)")
print("contacts at (x, y) in units of the outer side:")
print("  ", l_points)
print(f"sum of exponentials, 120 cells per side = {sum_coarse:.5f}")
print(f"sum of exponentials, 240 cells per side = {sum_fine:.5f}")
print(f"outer side = {side * 1e3:.1f} mm")
print(f"thickness = {thickness * 1e9:.1f} nm")
print(f"input resistivity = {rho_input * 1e8:.3f} microohm cm")
print(f"input sheet resistance = {rs_input:.4f} ohm")
print(f"current = {current * 1e3:.1f} mA")
print(f"V_D - V_C (current A to B) = {volt1 * 1e3:.5f} mV")
print(f"V_A - V_D (current B to C) = {volt2 * 1e3:.5f} mV")
print(f"R1 = {r1:.6f} ohm")
print(f"R2 = {r2:.6f} ohm")
print(f"ratio R2/R1 = {r2 / r1:.4f}")
print(f"exp(-pi R1/Rs) at extracted Rs = {np.exp(-np.pi*r1/rs_found):.5f}")
print(f"exp(-pi R2/Rs) at extracted Rs = {np.exp(-np.pi*r2/rs_found):.5f}")
print(f"correction factor f = {f:.5f}")
print(f"sheet resistance with f set to 1 = {rs_average:.4f} ohm")
print(f"extracted sheet resistance = {rs_found:.5f} ohm")
print(f"extracted resistivity = {rho_found * 1e8:.4f} microohm cm")
print(f"extracted resistivity = {rho_found * 1e9:.3f} nanoohm m")
print(f"relative deviation from input = "
      f"{100 * (rho_found / rho_input - 1):.3f} percent")
print("PASS")
```

It prints:

```
HALF-PLANE, source at 0, sink at 1
flux around source only / I = 1.000000
|flux around both contacts| / I = 2.8e-12
RECTANGLE 1.5 x 1, contacts A, B, C, D at (x, y):
   [(0.0, 0.5), (0.5, 0.0), (1.5, 0.5), (1.25, 1.0)]
elliptic parameter m = 0.215500
images a, b, c, d = -1.46770, -0.52274, 1.46770, 2.45136
R1/Rs: map 0.03583, network 0.03584
R2/Rs: map 0.71297, network 0.71297
two-terminal R_AB/Rs, 60 cells per unit length = 3.2282
two-terminal R_AB/Rs, 120 cells per unit length = 3.6695
growth/Rs: network 0.44121, (2/pi) ln2 = 0.44127
SQUARE of side 1, contacts at (x, y):
   [(0.25, 0.0), (1.0, 0.25), (0.75, 1.0), (0.0, 0.75)]
no hole: R1/Rs = 0.22065, R2/Rs = 0.22065
no hole: sum of exponentials = 0.99995
central hole of side 0.5: R1/Rs = 0.6390, R2/Rs = 0.6390
with hole: sum of exponentials = 0.2687
with hole: apparent Rs / true Rs = 2.896
L-SHAPED FILM (square less its upper right quarter)
contacts at (x, y) in units of the outer side:
   [(0.25, 0.0), (1.0, 0.25), (0.5, 0.75), (0.0, 0.5)]
sum of exponentials, 120 cells per side = 1.00000
sum of exponentials, 240 cells per side = 1.00000
outer side = 10.0 mm
thickness = 50.0 nm
input resistivity = 4.000 microohm cm
input sheet resistance = 0.8000 ohm
current = 10.0 mA
V_D - V_C (current A to B) = 0.81356 mV
V_A - V_D (current B to C) = 3.30161 mV
R1 = 0.081356 ohm
R2 = 0.330161 ohm
ratio R2/R1 = 4.0582
exp(-pi R1/Rs) at extracted Rs = 0.72652
exp(-pi R2/Rs) at extracted Rs = 0.27348
correction factor f = 0.85784
sheet resistance with f set to 1 = 0.9326 ohm
extracted sheet resistance = 0.80000 ohm
extracted resistivity = 4.0000 microohm cm
extracted resistivity = 40.000 nanoohm m
relative deviation from input = -0.000 percent
PASS
```
